# Why anti-Bragg X-ray intensity follows (1−2c)² in layer-by-layer homoepitaxy

**Q:** I monitor homoepitaxy with X-rays, sitting midway between two Bragg peaks on the specular rod. The signal falls almost to nothing and comes back once per deposited layer. The crystal is millions of layers thick. How can half a layer of atoms switch off its reflection?

**A:** At that setting the thick crystal scatters very weakly. Let \(z\) point out of the surface, let \(q\) be the momentum transfer along \(z\), and let \(d\) be the layer spacing. Neighbouring layers then differ in phase by \(\varphi=qd\). Call the amplitude of one full layer \(F\), and number the substrate layers \(n=0,-1,-2,\dots\) downwards from the surface. I assume that each photon scatters once, and I give deeper layers a small attenuation \(e^{\varepsilon n}\) to represent absorption. The crystal is taken to be thick enough for absorption to hide its back face, so the sum can run to infinite depth. With \(m=-n\), the substrate amplitude is a geometric series:

\[
A_0=F\sum_{n=-\infty}^{0}e^{(i\varphi+\varepsilon)n}
=F\sum_{m=0}^{\infty}e^{-(i\varphi+\varepsilon)m}
=\frac{F}{1-e^{-i\varphi-\varepsilon}}
\;\longrightarrow\;\frac{F}{1-e^{-i\varphi}} .
\]

The arrow is the limit \(\varepsilon\to0\), which is finite as long as \(\varphi\) is not a multiple of \(2\pi\), that is, away from the Bragg peaks. The midpoint between two peaks, called the anti-Bragg point, has \(\varphi=\pi\). There \(e^{-i\pi}=-1\) and

\[
A_0=\frac{F}{2}.
\]

Successive layers contribute \(F,-F,F,-F,\dots\), and with gentle attenuation this alternating series settles at half its first term. The whole crystal scatters with the amplitude of half a layer, so half a layer on top can cancel it.

**Q:** Then let us add the half layer. Does it matter whether the atoms sit in compact islands or are scattered about?

**A:** Not for the rod itself. Let a fraction \(c\) of the sites in layer \(n=1\) be filled. On the specular rod the in-plane momentum transfer is zero, so all atoms at one height scatter in phase wherever they sit. The layer's amplitude is therefore proportional to the number of atoms in it. Homoepitaxy means that they are the same atoms at the same spacing, so the new layer adds \(cFe^{i\varphi}\):

\[
A=\frac{F}{1-e^{-i\varphi}}+cFe^{i\varphi}.
\]

Divide by \(A_0\), which means multiplying the second term by \((1-e^{-i\varphi})/F\):

\[
\frac{A}{A_0}=1+c\,e^{i\varphi}(1-e^{-i\varphi})
=1+c\,(e^{i\varphi}-1)=(1-c)+c\,e^{i\varphi}.
\]

The intensity relative to that of the flat starting surface, at the same \(q\), is the squared modulus:

\[
\frac{I}{I_0}=(1-c)^2+c^2+2c(1-c)\cos\varphi .
\]

Since \((1-c)^2+c^2=1-2c(1-c)\) and \(1-\cos\varphi=2\sin^2(\varphi/2)\),

\[
\frac{I}{I_0}=1-2c(1-c)(1-\cos\varphi)=1-4c(1-c)\sin^2\frac{\varphi}{2}.
\]

At the anti-Bragg point the sine is one, and

\[
\frac{I}{I_0}=1-4c+4c^2=(1-2c)^2 ,
\]

which vanishes at \(c=1/2\).

**Q:** The algebra is clear, but is there a picture that does not rely on summing an alternating series?

**A:** Read the form \((1-c)+c\,e^{i\varphi}\) as a statement about terraces. A fraction \(1-c\) of the surface lies at the old height and a fraction \(c\) lies one step higher. Beneath each piece of terrace is a column of crystal that is, in effect, infinitely deep. The two kinds of column are identical except that one is raised by \(d\), which multiplies its amplitude by \(e^{i\varphi}\). At \(\varphi=\pi\) that factor is \(-1\), so the two terrace levels scatter in antiphase. Equal areas cancel.

The picture also explains the recovery. At \(c=1\) the whole surface has moved up one step and \(A=-A_0\). The sign has changed but the intensity has not. The next layer starts from this reversed amplitude and gives \(-(1-2c)\), with \(c\) now its own coverage, so the curve repeats.

It shows what homoepitaxy contributes as well. Suppose the first layer had the same spacing but a scattering amplitude \(xF\), with \(x\) real. Then \(A/A_0=1-2xc\). For \(x\ge1/2\) the zero would move to \(c=1/(2x)\); for smaller \(x\) the first layer would never bring the signal to zero. The completed layer would give \((1-2x)^2\) instead of 1.

**Q:** If the reflection disappears at half coverage, where do the photons go?

**A:** Many are scattered sideways, into a diffuse pattern around the rod. The balance is simplest if we compare intensities at fixed \(q\). Divide the surface into \(N\) equal sites \(\mathbf r_j\), and let \(u_j=1\) on the lower terrace and \(u_j=e^{i\varphi}\) on the upper one. For a small in-plane momentum transfer \(\mathbf k\), the amplitude relative to the flat surface is

\[
a(\mathbf k)=\frac1N\sum_j u_j\,e^{-i\mathbf k\cdot\mathbf r_j}.
\]

Sum \(|a|^2\) over the \(N\) discrete values of \(\mathbf k\) that belong to the periodic array of sites. The sum over \(\mathbf k\) of \(e^{-i\mathbf k\cdot(\mathbf r_j-\mathbf r_l)}\) is \(N\) for \(j=l\) and zero otherwise, so

\[
\sum_{\mathbf k}|a(\mathbf k)|^2=\frac{1}{N^2}\,N\sum_j|u_j|^2=1 ,
\]

because every \(u_j\) has modulus one. The term \(\mathbf k=0\) is the rod, so the diffuse part is

\[
I_{\text{diffuse}}/I_0=4c(1-c)\sin^2\frac{\varphi}{2}.
\]

At \(\varphi=\pi\) and \(c=1/2\) this equals 1: in the sum at fixed \(q\), all the intensity is now diffuse. Island shapes and distances decide how it is spread over \(\mathbf k\), but do not change the sum. This is not a photon count for a fixed incident beam. At grazing incidence some of these \(\mathbf k\) have no outgoing wave above the surface, so the diffuse power that emerges does depend on the islands.

I tested both statements on simulated surfaces of \(256\times256\) sites, with compact islands and with randomly filled sites, at seven coverages and at \(\varphi=0.4\pi\), \(0.8\pi\) and \(\pi\). Rod and diffuse intensity agreed with the formulas to within 0.001 of the starting intensity. The full layer gives 1.0002 instead of 1 because the simulation keeps \(\varepsilon=10^{-4}\): raising the surface by one layer multiplies the intensity by \(e^{2\varepsilon}\).

**Q:** My detector has a finite opening. Doesn't it collect some of that diffuse light?

**A:** It does, so \((1-2c)^2\) needs a condition: the detector must reject the diffuse part. If it accepts a fraction \(\eta\) of it, the reading at the anti-Bragg point is

\[
\frac{I_{\text{meas}}}{I_0}=(1-2c)^2+4\eta\,c(1-c),
\]

where \(\eta\) may itself change with \(c\) as the islands grow. At half coverage the reading is \(\eta\). If \(\eta=1\) throughout, it stays at 1 and there is no oscillation.

The beam must also be coherent across many islands. In the opposite limit, where each coherent patch lies on a single terrace, we add intensities instead of amplitudes and get \((1-c)|A_0|^2+c|A_0|^2=|A_0|^2\). The dip is gone again.

**Q:** Can we put numbers to this? I am thinking of molybdenum on Mo(110) with 10 keV X-rays.

**A:** Take a rough layer spacing of 0.22 nm. Successive (110) layers of this body-centred cubic metal are shifted sideways, but a sideways shift has no effect at zero in-plane momentum transfer. The anti-Bragg condition is

\[
q=\frac{\pi}{d}=\frac{3.142}{0.22\ \text{nm}}=14.28\ \text{nm}^{-1}.
\]

For specular reflection at grazing angle \(\theta\), \(q=4\pi\sin\theta/\lambda\). The wavelength at 10 keV is 0.1240 nm, so

\[
\sin\theta=\frac{\lambda}{4d}=\frac{0.1240}{4\times0.22}=0.141,\qquad \theta=8.1^\circ .
\]

I choose a growth rate of 0.05 monolayer/s. The first minimum then comes after \(0.5/0.05=10\) s and the first full recovery after 20 s. On the way down, the relative intensity is 0.64 at \(c=0.10\) and 0.25 at \(c=0.25\).

To turn a reading into a coverage, take the square root with both signs:

\[
c=\frac{1\mp\sqrt{I/I_0}}{2}.
\]

A reading of 0.36 gives \(c=(1\mp0.6)/2\), which is 0.20 or 0.80. One reading cannot tell these apart. Whether the signal is falling or rising can, as long as the layer is filling.

**Q:** And the detector opening for this case?

**A:** I simulated compact islands with a mean spacing of 8.4 nm, on a square grid with the area per atom of Mo(110). The grid simplifies the true surface mesh, and the island centres are nearly regularly spaced. The spacing sets a characteristic in-plane momentum transfer of \(2\pi/8.37\ \text{nm}=0.75\ \text{nm}^{-1}\). A square window of half-width \(0.2\ \text{nm}^{-1}\) stops short of that value, and for this one simulated surface the minimum is filled to 0.02 of the starting intensity. This small value is uncertain by about a factor of two. The cell puts only five mesh points across the window, other arrangements of the islands give 0.01 to 0.02, and a cell four times wider gives about 0.01. A window of half-width \(1.5\ \text{nm}^{-1}\) includes it, and the minimum rises to 0.77. These are idealized windows at fixed \(q\). Along the beam even the narrow one spans exit angles from \(6.3^\circ\) to \(9.6^\circ\), whereas a slit of \(\pm1\) mrad accepts only about \(\pm0.007\ \text{nm}^{-1}\) along the beam and \(\pm0.05\ \text{nm}^{-1}\) across it. With a fixed beam at \(8.1^\circ\), no wave can leave the surface with a forward in-plane transfer above \((2\pi/\lambda)(1-\cos\theta)=0.5\ \text{nm}^{-1}\), so a real detector cannot collect the whole wide window. Islands nucleated at random places would scatter more light close to the rod, so even the narrow window would accept more of it.

Even the small filling matters if you convert the reading literally. With \(I/I_0=0.0185\) the square root is 0.136, and the ideal law returns \(c=0.43\) or 0.57 although the true coverage is 0.50. The reason is that the curve is flat at its minimum: for \(c=1/2+\delta\), \(I/I_0=4\delta^2\), so a small background imitates a sizeable \(\delta\).

**Q:** My minima are often shallow, and the maxima decay. Could the growth itself be responsible?

**A:** It can damp the maxima and shift the minima, but it need not make the minima shallow. The law assumes that only two heights are exposed. Let \(\theta_n\) be the coverage of layer \(n\), with \(\theta_0=1\). The fraction of surface exposed at height \(n\) is \(\theta_n-\theta_{n+1}\), and at the anti-Bragg point its phase factor is \((-1)^n\):

\[
\frac{A}{A_0}=\sum_{n\ge0}(-1)^n(\theta_n-\theta_{n+1})
=(1-\theta_1)-(\theta_1-\theta_2)+(\theta_2-\theta_3)-\dots
\]
\[
=1-2\theta_1+2\theta_2-2\theta_3+\dots
\]

Suppose half a monolayer has been deposited, but 0.05 of it already sits in the second layer and 0.45 in the first. Then \(A/A_0=1-0.90+0.10=0.20\), and the intensity is 0.04 instead of zero.

This need not remove the zero. With two growing layers the amplitude vanishes when \(\theta_1-\theta_2=1/2\), for example at \(\theta_1=0.55\) and \(\theta_2=0.05\). The total deposit is then 0.60 monolayer, reached after 12 s at our rate instead of 10 s. Early second-layer nucleation can thus delay the minimum while leaving it deep. More generally, the alternating sum is real and changes continuously, so every change of sign gives an exact zero. A minimum of the rod itself stays above zero only if the amplitude turns back without changing sign.

The recovery suffers too. Its intensity is 1 only if all exposed terraces scatter in phase, which at the anti-Bragg point means that their heights differ by even numbers of steps. A surface with gaps in the first layer and islands in the second does have heights 0 and 2 in phase, but the remaining area at height 1 opposes them.

**Q:** What if the atoms simply stay where they land?

**A:** Take a total deposit \(\Theta\), in monolayers, with each atom landing on a random column and staying there. On a large surface the column heights follow a Poisson distribution, so

\[
\frac{A}{A_0}=\sum_{n=0}^{\infty}(-1)^n e^{-\Theta}\frac{\Theta^n}{n!}
=e^{-\Theta}e^{-\Theta}=e^{-2\Theta},
\qquad \frac{I}{I_0}=e^{-4\Theta}.
\]

There is no oscillation. At \(\Theta=0.5\) the intensity is 0.135, and at \(\Theta=1\), where ideal growth has fully recovered, it is 0.018. An atom-by-atom simulation on 65,536 columns gave 0.1346 and 0.0177, against 0.1353 and 0.0183 from the formula; a finite random sample differs slightly. The oscillation therefore reports more than the amount deposited. It shows that atoms tend to fill one layer before the next, though not that each layer is complete before the next one starts.

The same reasoning covers deposition in cycles. If each cycle adds part of a layer and the layers fill in order, the readings are points on \((1-2c)^2\). If they do not fill in order, the alternating sum above applies.

**Q:** Surface atoms relax inwards. Does that spoil the cancellation?

**A:** It depends on whether both terraces relax alike. If they do, each column has the same altered amplitude \(A_0'\), and the upper one still carries the factor \(-1\). Equal areas give \(\tfrac12A_0'-\tfrac12A_0'=0\).

For the opposite case, let the island atoms alone be displaced by \(sd\). Their layer then contributes \(-cFe^{i\pi s}\), and dividing by \(A_0=F/2\) gives \(A/A_0=1-2c\,e^{i\pi s}\). At half coverage

\[
\frac{I}{I_0}=\left|1-e^{i\pi s}\right|^2=2-2\cos\pi s=4\sin^2\frac{\pi s}{2}.
\]

An inward displacement of 3 % of the spacing, \(s=-0.03\), fills the minimum to 0.009.

A setting error is milder. At half coverage the general formula gives \(1-\sin^2(\varphi/2)=\cos^2(\varphi/2)\), and with \(q\) 1 % too large this is \(2.5\times10^{-4}\).

**Q:** You assumed single scattering from the start. Is that safe when the signal is supposed to vanish?

**A:** We can check by letting the wave bounce between layers. Treat a layer as a thin sheet at \(z=0\) and take the electric field perpendicular to the plane of incidence. With \(k=2\pi\sin\theta/\lambda\), the field obeys \(u''+k^2u=V\delta(z)u\), where \(V=4\pi r_eN_sf\). Here \(r_e\) is the classical electron radius, \(N_s\) the number of atoms per area and \(f\) the scattering factor. Continuity gives \(1+r=t\). The jump in slope gives \(ik(t-1+r)=Vt\), which with \(t-1=r\) becomes \(2ikr=Vt\). Hence

\[
r=-igt,\quad t=\frac{1}{1+ig},\quad
g=\frac{V}{2k}=\frac{\lambda r_eN_sf}{\sin\theta}.
\]

Using the atomic number 42 as an upper estimate of \(f\), we get \(g=1.5\times10^{-3}\). Absorption adds a small negative imaginary part, \(g\to g-i\kappa\). A rough absorption length of 10 µm gives \(\kappa=0.22/(2\times10^4\times0.141)=7.8\times10^{-5}\).

Now smear the partly filled layer sideways into a uniform sheet of strength \(cg\), and put it one spacing above a crystal of reflection amplitude \(R\). The round trip between them has phase factor \(e^{i\pi}=-1\). Summing all bounces as a geometric series gives

\[
R'=r_c-\frac{t_c^2R}{1+r_cR}.
\]

For small \(g\), \(r_c\approx-icg-c^2g^2\) and \(t_c^2\approx1-2icg\), while the denominator matters first at order \(g^3\). A full sheet must leave the deep crystal unchanged, so \(R'=R\) at \(c=1\). This gives \(R(2-2ig)\approx-ig(1-ig)\), or \(R\approx-ig/2\). Inserting it,

\[
R'\approx-icg-c^2g^2+\frac{ig}{2}(1-2icg)
=\frac{ig}{2}(1-2c)+c(1-c)g^2 ,
\]
\[
\left|\frac{R'}{R}\right|^2\approx\left|(1-2c)-2ic(1-c)g\right|^2 .
\]

For this uniform sheet, half coverage leaves \(|g/2|^2=5.8\times10^{-7}\) of the starting intensity. Away from the minimum the sheet's leading error comes from absorption and has size \(4c(1-c)|1-2c|\kappa\), at most about \(3\times10^{-5}\). The recursion over all sheets, without the small-\(g\) expansion, gives the same two values. Real islands can also scatter a wave sideways and then back into the rod, which the uniform sheet leaves out. This changes \(A/A_0\) by an amount of order \(g\), here about \(10^{-3}\), so the two values above are not error limits for a surface with islands. The correction is still small. Single scattering is safe here because one layer reflects so little and, far from the Bragg peaks, the layers do not add up in phase.

**Q:** So if my real Mo(110) film does not reach zero, what should I suspect first?

**A:** The spacing and absorption length used here are rough values for molybdenum. The growth rate, island spacing and detector windows are chosen, and should be replaced by yours. Nor does the calculation predict that molybdenum grows layer by layer at your temperature; it says what you would see if it did. For these numbers, multiple scattering and a 1 % error in \(q\) are negligible. The effects to examine include accepted diffuse light, about 0.01 to 0.02 and 0.77 for the two idealized windows (both wider along the beam than a usual slit), and unequal relaxation, 0.009 for a 3 % displacement. Second-layer nucleation leaves 0.04 at half a monolayer when a tenth of that deposit sits in the second layer, but the signal can still reach zero a little later. A zero needs half of the exposed area at odd heights. With two growing layers this means \(\theta_1-\theta_2=1/2\), but a third layer can supply it as well, as at \(\theta_1=0.6\), \(\theta_2=0.2\), \(\theta_3=0.1\). There is no zero if the atoms simply stay where they land.

The detector opening helps to separate these causes. Narrow it at fixed growth conditions, each time dividing the minimum by the starting intensity measured with the same opening. If this ratio falls, light from outside the rod was filling the minimum. This can be diffuse light from the islands or background from the bulk, such as Compton scattering, which matters because the flat surface itself reflects less than a millionth of the beam. Measure that background beside the rod before growth starts. Check also for the harmonic \(\lambda/2\) in the beam. At this angle it lies on the (110) Bragg peak, does not oscillate and is specular, so neither a narrower opening nor a scan beside the rod reveals it. A content of order \(10^{-6}\) can fill the minimum by a few per cent. If a residue remains at a deposit of half a monolayer, see whether the signal goes on falling to a later minimum, as it can when two growing layers reach \(\theta_1-\theta_2=1/2\) only after that deposit. The absence of a later zero does not rule out second-layer nucleation. The numerical output lists the values for each case.

## Numbers as computed

```
Mo(110) layer spacing (rough): 0.22 nm
photon energy: 10.0 keV, wavelength: 0.1240 nm
anti-Bragg momentum transfer: 14.28 1/nm
anti-Bragg grazing angle: 8.10 degrees
substrate amplitude / one-layer amplitude: 0.5000
coverage, simulated rod intensity, (1-2c)^2:
  0.00  1.0000  1.0000
  0.10  0.6400  0.6400
  0.25  0.2500  0.2500
  0.50  0.0000  0.0000
  0.75  0.2501  0.2500
  0.90  0.6401  0.6400
  1.00  1.0002  1.0000
growth rate (chosen): 0.05 monolayer/s
time of first minimum: 10.0 s
time of first full recovery: 20.0 s
reading 0.36 fits c = 0.20 or 0.80
diffuse intensity at c=0.5: 1.0001
mean island spacing: 8.37 nm
2 pi / island spacing: 0.75 1/nm
minimum, window half-width 0.2 1/nm: 0.0185
minimum, window half-width 1.5 1/nm: 0.7672
layers filled 0.45 and 0.05: intensity 0.0400
layers filled 0.55 and 0.05: intensity 1.6e-09
random deposition: deposit (monolayers), simulated, exp(-4 deposit):
  0.5  0.1346  0.1353
  1.0  0.0177  0.0183
top-layer displacement: -3 % of spacing
minimum if both terraces relax: 2.5e-09
minimum if only islands relax: 0.0089
minimum with q 1 % too large: 2.5e-04
absorption length (rough): 10 um
sheet scattering strength g (upper estimate): 1.52e-03
flat-surface reflectivity (upper estimate): 5.80e-07
multiple scattering, largest error of law: 3.1e-05
multiple scattering, intensity at c=0.5: 5.8e-07
```
